# The Wiedemann–Franz law from elastic scattering and the Sommerfeld expansion: a numerical check

```python
"""
Wiedemann-Franz law for elastic scattering of degenerate electrons.
Result under test: kappa/(sigma*T) = L0 = pi^2 kB^2/(3 e^2) at leading order,
with relative correction
  pi^2 (kB T)^2 [ (8/15) S''/S - (1/3) (S'/S)^2 ],
where S(E) is the energy-resolved conductivity function at E = mu.
sigma: electrical conductivity; kappa: electronic thermal conductivity at
zero electric current; T: temperature; mu: chemical potential; e: charge unit.
Model: parabolic band, screened Coulomb impurities in Born approximation.
Hartree atomic units (e = hbar = electron mass = 1), temperature in kelvin.
The Boltzmann equation is solved as a matrix problem over energy and direction
and compared with the integrals and expansions derived from S(E).
"""
import numpy as np
import mpmath as mp
from scipy import constants as sc

hartree_J = sc.physical_constants["Hartree energy"][0]
bohr_m = sc.physical_constants["Bohr radius"][0]
time_s = sc.physical_constants["atomic unit of time"][0]
hartree_V = hartree_J / sc.e
kB = sc.k / hartree_J                      # hartree per kelvin
sigma_SI = sc.e**2 / (sc.hbar * bohr_m)    # S/m per atomic unit
kappa_SI = hartree_J / (time_s * bohr_m)   # W/(m K) per atomic unit

mu = 0.25           # hartree
n_imp = 1.0e-4      # impurities per cubic bohr
strength = 1.0      # potential is -strength*exp(-screen*r)/r
screen = 1.0        # inverse bohr
L0 = np.pi**2 * kB**2 / 3


def cross_section(E, log=np.log):
    """Closed-form Born transport cross-section."""
    a = 8 * E / screen**2
    return 2*np.pi*strength**2 / (2*E)**2 * (log(1 + a) - a/(1 + a))


def transport_function(E, log=np.log):
    return 2*E / (3*np.pi**2 * n_imp * cross_section(E, log))


def solve_boltzmann(T, gamma=0.0):
    """Return sigma, kappa, Seebeck coefficient from the collision matrix.
    gamma: rate of collisions that keep direction but randomize energy."""
    kT = kB * T
    x = np.linspace(-32, 32, 81)
    E = mu + kT*x
    k = np.sqrt(2*E)
    c, wc = np.polynomial.legendre.leggauss(12)
    nE, nc = len(E), len(c)
    thermal = (x[1] - x[0]) / (4*np.cosh(x/2)**2)
    energy_weight = k/np.pi**2 * thermal
    weight = np.outer(energy_weight, wc/2).ravel()
    C = np.zeros((nE*nc, nE*nc))
    s = np.sqrt(1 - c**2)
    for a in range(nE):
        # azimuthal integral of the Born differential cross-section
        A = screen**2 + 2*k[a]**2*(1 - np.outer(c, c))
        B = 2*k[a]**2*np.outer(s, s)
        rate = (n_imp*k[a]*4*strength**2*2*np.pi
                * A/(A**2 - B**2)**1.5 * wc[None, :])
        block = np.diag(rate.sum(axis=1)) - rate
        # The shell average of an odd solution is zero, so this added term
        # removes the constant null vector without changing the solution.
        block += rate.sum(axis=1).mean() * np.outer(np.ones(nc), wc/2)
        C[a*nc:(a+1)*nc, a*nc:(a+1)*nc] = block
    if gamma > 0:
        average = np.outer(np.ones(nE), energy_weight/energy_weight.sum())
        C += gamma*(np.eye(nE*nc) - np.kron(average, np.eye(nc)))
    velocity = np.outer(k, c).ravel()
    excess = np.repeat(kT*x, nc)
    sources = -np.column_stack((velocity, velocity*excess/T))
    phi_field, phi_grad = np.linalg.solve(C, sources).T
    # Electric current carries charge -1.
    J_field = -np.sum(weight*velocity*phi_field)
    J_grad = -np.sum(weight*velocity*phi_grad)
    field = -J_grad/J_field                # stops current for unit gradient
    phi_open = phi_grad + field*phi_field
    heat = np.sum(weight*velocity*excess*phi_open)
    return J_field, -heat, field


nodes, node_weights = np.polynomial.legendre.leggauss(200)


def from_integrals(T):
    """Same coefficients from thermal integrals of the closed-form S(E)."""
    kT = kB*T
    x = 40*nodes
    w = 40*node_weights/(4*np.cosh(x/2)**2)
    S = transport_function(mu + kT*x)
    K0, K1, K2 = [np.sum(w*(kT*x)**n*S) for n in range(3)]
    return K0, (K2 - K1**2/K0)/T, -K1/(T*K0)


def lorenz_ratio(result, T):
    return result[1]/(result[0]*T*L0)


# Thermal moments used by the Sommerfeld expansion
def moment(n):
    return 2*mp.quad(lambda x: x**n/(4*mp.cosh(x/2)**2), [0, 5, 15, 40, 90])


m2, m4 = moment(2), moment(4)
assert abs(moment(0) - 1) < 1e-12
assert abs(m2 - mp.pi**2/3) < 1e-11
assert abs(m4 - 7*mp.pi**4/15) < 1e-10

# Derivatives of the conductivity function and the predicted correction
mp.mp.dps = 30
S_mp = lambda E: transport_function(E, mp.log)
S0 = float(S_mp(mp.mpf(mu)))
d1 = float(mp.diff(S_mp, mp.mpf(mu), 1))/S0
d2 = float(mp.diff(S_mp, mp.mpf(mu), 2))/S0


def predicted_ratio(T):
    return 1 + (np.pi*kB*T)**2*(8*d2/15 - d1**2/3)


print(f"chemical potential: {mu:.3f} hartree")
print(f"impurity density: {n_imp:.1e} bohr^-3")
print(f"potential strength: {strength:.1f} hartree bohr")
print(f"inverse screening length: {screen:.1f} bohr^-1")
print(f"second thermal moment: {float(m2):.6f} (dimensionless)")
print(f"fourth thermal moment: {float(m4):.6f} (dimensionless)")
tr = cross_section(mu)
tau = 1/(n_imp*np.sqrt(2*mu)*tr)
print(f"transport cross-section at mu: {tr:.4f} bohr^2")
print(f"transport time at mu: {tau:.2f} atomic units of time")
print(f"S(mu): {S0:.4f} atomic units of conductivity")
print(f"S'/S at mu: {d1:.4f} hartree^-1")
print(f"S''/S at mu: {d2:.4f} hartree^-2")
print(f"L0: {L0:.6e} hartree^2/(e^2 K^2)")
print(f"L0 converted: {L0*hartree_V**2:.6e} W ohm/K^2")

elastic = {}
for T in (300.0, 1000.0):
    direct = solve_boltzmann(T)
    integral = from_integrals(T)
    elastic[T] = direct
    assert np.allclose(direct, integral, rtol=1e-6, atol=0)
    mott = -np.pi**2/3*kB**2*T*d1
    assert abs(direct[2]/mott - 1) < 0.01
    ratio = lorenz_ratio(direct, T)
    assert abs(ratio - 1) < 0.01
    # Remainder is fourth order in kB*T/mu; 100 bounds its coefficient here.
    assert abs(ratio - predicted_ratio(T)) < 100*(kB*T/mu)**4 + 1e-7
    print(f"T = {T:.0f} K: kB*T = {kB*T:.6e} hartree")
    print(f"  kB*T/mu: {kB*T/mu:.6f} (dimensionless)")
    print(f"  sigma: {direct[0]:.5f} atomic units")
    print(f"  sigma converted: {direct[0]*sigma_SI:.5e} S/m")
    print(f"  kappa: {direct[1]:.5e} hartree/(time bohr K), atomic")
    print(f"  kappa converted: {direct[1]*kappa_SI:.3f} W/(m K)")
    print(f"  Seebeck, matrix: {direct[2]*hartree_V*1e6:.4f} microvolt/K")
    print(f"  Seebeck, leading: {mott*hartree_V*1e6:.4f} microvolt/K")
    print(f"  L/L0, matrix: {ratio:.7f} (dimensionless)")
    print(f"  L/L0, second order: {predicted_ratio(T):.7f} (dimensionless)")

# After the second-order term is removed, halving T divides the rest by 16.
rest = [lorenz_ratio(from_integrals(T), T) - predicted_ratio(T)
        for T in (1000.0, 500.0)]
assert abs(rest[0]/rest[1] - 16) < 1
print(f"remainder of L/L0 at 1000 K: {rest[0]:.3e} (dimensionless)")
print(f"remainder of L/L0 at 500 K: {rest[1]:.3e} (dimensionless)")
print(f"remainder quotient: {rest[0]/rest[1]:.3f} (dimensionless)")

# Direction-preserving inelastic collisions break the law.
T = 1000.0
for gamma_tau in (1.0, 3.0):
    result = solve_boltzmann(T, gamma_tau/tau)
    ratio = lorenz_ratio(result, T)
    drop = 1 - result[0]/elastic[T][0]
    assert 0 < drop < 1e-3
    assert abs(ratio - 1/(1 + gamma_tau)) < 5e-3
    print(f"inelastic, 1000 K, gamma*tau = {gamma_tau:.0f}:")
    print(f"  L/L0, matrix: {ratio:.5f} (dimensionless)")
    print(f"  L/L0, estimate: {1/(1+gamma_tau):.5f} (dimensionless)")
    print(f"  relative drop of sigma: {drop:.3e} (dimensionless)")

# Elastic transport confined to a window much narrower than kB*T
b = 0.2
x = b*nodes
w = b*node_weights/(4*np.cosh(x/2)**2)
window_ratio = np.sum(w*x**2)/np.sum(w)/(np.pi**2/3)
assert abs(window_ratio/(b/np.pi)**2 - 1) < 0.01
print(f"window half-width: {b:.1f} kB*T")
print(f"window L/L0, integral: {window_ratio:.6f} (dimensionless)")
print(f"window L/L0, estimate: {(b/np.pi)**2:.6f} (dimensionless)")

print("all good")
```

Running it gives:

```
chemical potential: 0.250 hartree
impurity density: 1.0e-04 bohr^-3
potential strength: 1.0 hartree bohr
inverse screening length: 1.0 bohr^-1
second thermal moment: 3.289868 (dimensionless)
fourth thermal moment: 45.457576 (dimensionless)
transport cross-section at mu: 10.8560 bohr^2
transport time at mu: 1302.70 atomic units of time
S(mu): 15.5554 atomic units of conductivity
S'/S at mu: 7.8843 hartree^-1
S''/S at mu: 36.5885 hartree^-2
L0: 3.299309e-11 hartree^2/(e^2 K^2)
L0 converted: 2.443005e-08 W ohm/K^2
T = 300 K: kB*T = 9.500435e-04 hartree
  kB*T/mu: 0.003800 (dimensionless)
  sigma: 15.55621 atomic units
  sigma converted: 7.15562e+07 S/m
  kappa: 1.53973e-07 hartree/(time bohr K), atomic
  kappa converted: 524.431 W/(m K)
  Seebeck, matrix: -2.1234 microvolt/K
  Seebeck, leading: -2.1235 microvolt/K
  L/L0, matrix: 0.9999892 (dimensionless)
  L/L0, second order: 0.9999893 (dimensionless)
T = 1000 K: kB*T = 3.166812e-03 hartree
  kB*T/mu: 0.012667 (dimensionless)
  sigma: 15.56475 atomic units
  sigma converted: 7.15955e+07 S/m
  kappa: 5.13468e-07 hartree/(time bohr K), atomic
  kappa converted: 1748.873 W/(m K)
  Seebeck, matrix: -7.0754 microvolt/K
  Seebeck, leading: -7.0784 microvolt/K
  L/L0, matrix: 0.9998810 (dimensionless)
  L/L0, second order: 0.9998806 (dimensionless)
remainder of L/L0 at 1000 K: 4.820e-07 (dimensionless)
remainder of L/L0 at 500 K: 3.017e-08 (dimensionless)
remainder quotient: 15.976 (dimensionless)
inelastic, 1000 K, gamma*tau = 1:
  L/L0, matrix: 0.49984 (dimensionless)
  L/L0, estimate: 0.50000 (dimensionless)
  relative drop of sigma: 2.487e-04 (dimensionless)
inelastic, 1000 K, gamma*tau = 3:
  L/L0, matrix: 0.24991 (dimensionless)
  L/L0, estimate: 0.25000 (dimensionless)
  relative drop of sigma: 3.730e-04 (dimensionless)
window half-width: 0.2 kB*T
window L/L0, integral: 0.004042 (dimensionless)
window L/L0, estimate: 0.004053 (dimensionless)
all good
```
